# Lead Modes from a Quadratic Eigenproblem: Pairing and Counting

Q: I want to attach a periodic lead to a scatterer and match wave functions at the joint. For that I need the lead's solutions at a given energy, including those that decay. A band calculation takes a real $k$ and returns energies. How do you turn it round?

A: Divide the lead into identical cells of length $a$, each with $N$ orthonormal orbitals, and make the cells large enough that only neighbours couple. Let the column $\psi_n$ hold the $N$ amplitudes in cell $n$. The block $H_0=H_0^\dagger$ acts within a cell, and $H_1$ brings amplitude from cell $n+1$ into the equation of cell $n$. Hermiticity of the whole Hamiltonian then makes $H_1^\dagger$ the block that brings amplitude from cell $n-1$:

$$H_1^\dagger\psi_{n-1}+(H_0-E)\psi_n+H_1\psi_{n+1}=0 .$$

Here $E$ stands for $E$ times the unit matrix. Try $\psi_n=\lambda^n\phi$ with $\lambda=e^{ika}$ and allow $k$ to be complex. Dividing by $\lambda^n$ gives

$$P(\lambda)\phi=0,\qquad P(\lambda)=\lambda^{-1}H_1^\dagger+H_0-E+\lambda H_1 .$$

Multiplying by $\lambda$ removes the inverse power:

$$Q(\lambda)\phi=\left[H_1^\dagger+\lambda(H_0-E)+\lambda^2H_1\right]\phi=0 .$$

The energy is now an input and $\lambda$ the eigenvalue, which enters quadratically. If $|\lambda|=1$, then $k$ is real and the mode is a Bloch wave. If $|\lambda|<1$ it decays to the right, and if $|\lambda|>1$ it decays to the left.

Q: Standard routines solve linear eigenproblems. Can you remove the square without adding false solutions?

A: Treat $\lambda\phi$ as a second unknown column. With $x=(\phi,\lambda\phi)$, write $Ax=\lambda Bx$, where

$$A=\begin{pmatrix}0&1\\-H_1^\dagger&E-H_0\end{pmatrix},\qquad B=\begin{pmatrix}1&0\\0&H_1\end{pmatrix}.$$

The first row says $\lambda\phi=\lambda\phi$. The second says $-H_1^\dagger\phi+(E-H_0)\lambda\phi=\lambda^2H_1\phi$, which is $Q(\lambda)\phi=0$. To see that the roots agree with their multiplicities, compare determinants. For $\lambda\ne0$, eliminate the upper left block $-\lambda 1$ of $A-\lambda B$:

$$\det(A-\lambda B)=\det(-\lambda 1)\,\det\!\left[E-H_0-\lambda H_1-\lambda^{-1}H_1^\dagger\right].$$

The last term comes from $-(-H_1^\dagger)(-\lambda)^{-1}=-\lambda^{-1}H_1^\dagger$. The second bracket is $-P(\lambda)$, so

$$\det(A-\lambda B)=(-\lambda)^N(-1)^N\det P=\lambda^N\det P=\det Q(\lambda).$$

Both ends are polynomials in $\lambda$, so they agree at $\lambda=0$ too. No root is added or lost.

Q: How many roots are there? If $H_1$ is singular, the leading coefficient disappears.

A: Call the polynomial $q(\lambda)=\det Q(\lambda)$. Its $\lambda^{2N}$ coefficient is $\det H_1$ and its constant term is $\det H_1^\dagger$. If $H_1$ is invertible there are $2N$ finite, nonzero roots. If it is singular, the degree falls, and each missing degree is counted as a root at infinity. The total is then $2N$ in every case where $q$ is not identically zero.

A root at zero has a plain meaning. Take $H_1^\dagger\phi=0$, put $\psi_0=\phi$, and set all cells to its right to zero. The equation of cell 1 is satisfied, because $\phi$ sends nothing into it. This is a mode that decays to the right within one cell. At a multiple root there can be fewer such vectors than roots, and the remaining solutions end after more cells: if $H_1^\dagger\psi_0=(E-H_0)\phi$ can be solved, then $\psi_0$ in cell 0 and $\psi_1=\phi$ in cell 1, with zero beyond, satisfy the equations of cells 1 and 2. A root at infinity is the corresponding case for the left.

Q: You promised nothing about symmetry. Do these roots have any relation to each other when $H_0$ and $H_1$ are complex?

A: At real $E$ they do. Take the adjoint of $P$, keeping $E$ general for the moment:

$$P(\lambda;E)^\dagger=\frac{1}{\lambda^*}H_1+H_0-E^*+\lambda^*H_1^\dagger .$$

Set $\mu=1/\lambda^*$. The first term is $\mu H_1$ and the last is $\mu^{-1}H_1^\dagger$, so

$$P(\lambda;E)^\dagger=P(1/\lambda^*;E^*).$$

The determinant of an adjoint is the complex conjugate of the determinant. For real $E$ this gives

$$\det P(1/\lambda^*)=[\det P(\lambda)]^* .$$

If $\lambda$ is a root, so is $1/\lambda^*$. If $E$ is complex, the relation instead connects the roots at $E$ with those at $E^*$.

Q: That pairs positions in the plane. Are the multiplicities equal?

A: Put $\det P=\lambda^{-N}q$ into the relation. Its left side becomes $(\lambda^*)^Nq(1/\lambda^*)$, and its right side is $(\lambda^*)^{-N}[q(\lambda)]^*$. Conjugate both and multiply by $\lambda^N$:

$$q(\lambda)=\lambda^{2N}\left[q(1/\lambda^*)\right]^* .$$

Suppose $q$ contains $(\lambda-\lambda_0)^m$ with $\lambda_0\neq0$. The right side then contains

$$\left(\frac1\lambda-\lambda_0^*\right)^m=\left(-\frac{\lambda_0^*}{\lambda}\right)^m\left(\lambda-\frac1{\lambda_0^*}\right)^m .$$

Hence $1/\lambda_0^*$ has multiplicity at least $m$. Starting from $1/\lambda_0^*$ gives the reverse inequality, so the two are equal. For roots at zero, write $q=\sum_m q_m\lambda^m$. The same identity reads $q_m=q_{2N-m}^*$. If the lowest $m_0$ coefficients vanish, so do the highest $m_0$: zero and infinity are partners with equal multiplicity.

Q: Then the count is finished. Half of each pair goes right and half goes left.

A: That argument works for evanescent modes and fails for propagating ones. When $|\lambda|=1$, $1/\lambda^*=\lambda$. A propagating mode is its own partner, so the pairing says nothing about how many Bloch waves travel each way.

Q: But a wave at $k$ has a companion at $-k$.

A: It has one if $H_0$ and $H_1$ are real. The coefficients of $q$ are then real at real $E$, so $\lambda^*$ is also a root, and combining this with the pairing makes $1/\lambda$ a root. A magnetic field can make the hopping complex, and this second relation may then fail. The count must come from somewhere else, and first it needs a definition of direction.

Q: For a Bloch wave I would use the group velocity. How does one get it from $\phi$ without differentiating a band numerically?

A: On the unit circle put $\lambda=e^{i\theta}$ with $\theta=ka$. Then $P=H(\theta)-E$, where

$$H(\theta)=H_0+e^{i\theta}H_1+e^{-i\theta}H_1^\dagger$$

is the Hermitian Bloch matrix. For a nondegenerate band and $\phi^\dagger\phi=1$, differentiate $E=\phi^\dagger H\phi$. The terms with derivatives of $\phi$ add to $E\,d(\phi^\dagger\phi)/d\theta=0$, which leaves

$$\frac{dE}{d\theta}=\phi^\dagger\, i\left(\lambda H_1-\lambda^{-1}H_1^\dagger\right)\phi .$$

Let $z=\lambda\phi^\dagger H_1\phi$. Since $\lambda^{-1}=\lambda^*$, the second term contains $z^*$, and $i(z-z^*)=-2\,\mathrm{Im}\,z$. With $v=\hbar^{-1}dE/dk$ and $dk=d\theta/a$,

$$\frac{\hbar v}{a}=\frac{dE}{d\theta}=-2\,\mathrm{Im}\left(\lambda\,\phi^\dagger H_1\phi\right).$$

If several bands cross at the same $\theta$ and $E$, diagonalize the matrix $i(\lambda H_1-\lambda^{-1}H_1^\dagger)$ within the null space of $P$. Its eigenvalues are the slopes of the crossing branches.

I call a mode right-going if $|\lambda|<1$, or if $|\lambda|=1$ and $v>0$. It is left-going if $|\lambda|>1$, or if $|\lambda|=1$ and $v<0$.

Q: Calling an evanescent mode "right-going" troubles me. Does it carry anything to the right?

A: By itself it carries no current; the name refers to the side on which it stays bounded. To show this, start from $i\hbar\,d\psi_{n+1}/dt=H_1^\dagger\psi_n+\dots$. The probability that cell $n+1$ gains through its link with cell $n$ is, per unit time, $I_n=(2/\hbar)\,\mathrm{Im}(\psi_{n+1}^\dagger H_1^\dagger\psi_n)$. Since $2\,\mathrm{Im}X=-i(X-X^*)$, $\hbar I_n$ is the diagonal case $\chi=\psi$ of

$$J_n(\psi,\chi)=-i\left[\psi_{n+1}^\dagger H_1^\dagger\chi_n-\psi_n^\dagger H_1\chi_{n+1}\right].$$

For two solutions at the same real energy, subtract the value on the previous link and group terms:

$$J_n-J_{n-1}=-i\left[(H_1\psi_{n+1}+H_1^\dagger\psi_{n-1})^\dagger\chi_n-\psi_n^\dagger(H_1\chi_{n+1}+H_1^\dagger\chi_{n-1})\right].$$

The lead equation turns both round brackets into $(E-H_0)$ acting on $\psi_n$ or $\chi_n$. The two terms are then both $\psi_n^\dagger(E-H_0)\chi_n$ and cancel, so $J_n$ is independent of $n$.

For two modes $i$ and $j$, however, inserting the powers of $\lambda$ gives $J_n=(\lambda_i^*\lambda_j)^nJ_0$. This can be constant only if $J_0=0$ or $\lambda_i^*\lambda_j=1$. For one evanescent mode, $\lambda_i^*\lambda_i=|\lambda_i|^2\neq1$, and the current is zero. For a normalized propagating mode the form gives $i(z-z^*)$, the slope found above.

Q: The condition $\lambda_j=1/\lambda_i^*$ is your pairing again. Do the two partners carry current together?

A: If the root is simple, their cross term is nonzero. Call the partners $a$ and $b$, with $\lambda_a^*=1/\lambda_b$. The adjoint of $P(\lambda_a)\phi_a=0$ is $\phi_a^\dagger P(\lambda_b)=0$, so $\phi_a^\dagger$ is the left null vector belonging to $\phi_b$. Direct substitution gives

$$J_{ab}=i\left[\lambda_b\phi_a^\dagger H_1\phi_b-\lambda_b^{-1}\phi_a^\dagger H_1^\dagger\phi_b\right]=i\lambda_b\,\phi_a^\dagger P'(\lambda_b)\phi_b ,$$

because $P'=H_1-\lambda^{-2}H_1^\dagger$. At a simple root the adjugate matrix of $P$ is $\kappa\,\phi_b\phi_a^\dagger$ with $\kappa\neq0$. The derivative of the determinant is the trace of the adjugate times $P'$, so it equals $\kappa\,\phi_a^\dagger P'\phi_b$. This is nonzero at a simple root, hence so is $J_{ab}$.

A superposition with coefficients $c_a,c_b$ carries $\hbar I=2\,\mathrm{Re}(c_a^*c_bJ_{ab})$. This is tunnelling: inside a finite barrier both the decaying and the growing solution are present, and the current depends on their relative phase as well as on their magnitudes.

Q: Back to the count. How do you obtain $N$ for each direction without using $-k$?

A: Move the energy slightly off the real axis, to $E+i\eta$ with $\eta>0$. On the unit circle,

$$\det P(e^{i\theta})=\prod_{j=1}^N\left[\varepsilon_j(\theta)-E-i\eta\right],$$

where the $\varepsilon_j$ are the real eigenvalues of $H(\theta)$ in ascending order. They are continuous and periodic in $\theta$. Each factor has imaginary part $-\eta$, so as $\theta$ runs through $2\pi$ it follows a closed curve in the lower half plane. Such a curve cannot encircle the origin, so the winding number of $\det P$ is zero.

Now $q=\lambda^N\det P$, and $\lambda^N$ winds $N$ times. The argument principle says that the winding number of a polynomial around the circle equals its number of zeros inside, provided none lies on the circle. None does, since every factor is nonzero. Hence $N$ roots lie inside. The remaining $2N-N=N$ lie outside, with infinity included. An invertible $H_1$ was not needed.

Q: That is a statement about a complex energy. When $\eta$ goes to zero, some roots land on the circle and you lose track of them.

A: Their velocity tells where they came from. Near a crossing, the eigenvalues of the analytic Hermitian matrix $H(\theta)$ can be labelled as analytic branches, even if several meet; this is Rellich's theorem. Consider a branch with $\varepsilon(\theta_0)=E$ and slope $\varepsilon'\neq0$. Solving $\varepsilon(\theta)=E+i\eta$ to first order gives

$$\theta=\theta_0+\frac{i\eta}{\varepsilon'},\qquad |\lambda|=e^{-\mathrm{Im}\,\theta}\simeq1-\frac{\eta}{\varepsilon'} .$$

A root with $v>0$ came from inside, and one with $v<0$ from outside. Each branch supplies one simple zero of $\det P$, so the multiplicity of the root equals the number of branches crossing there, and none is missed. Roots off the circle move continuously and stay on their own side for small enough $\eta$.

Provided no branch passes through $E$ with zero slope, the $N$ roots inside at small $\eta$ are therefore the modes I called right-going, and the $N$ outside are the left-going ones:

$$N_{\rm prop}^{\rm right}+N_{\rm evan}^{\rm right}=N,\qquad N_{\rm prop}^{\rm left}+N_{\rm evan}^{\rm left}=N .$$

The pairing makes the two evanescent numbers equal. Subtraction makes the two propagating numbers equal, with no appeal to time reversal. The count includes multiplicity; at a multiple evanescent root it does not promise equally many independent vectors $\phi$.

Q: Is the sign of $\eta$ more than a trick?

A: It has a physical reading. The time factor $e^{-i(E+i\eta)t/\hbar}$ grows as $e^{\eta t/\hbar}$, as for a source being turned on slowly. A wave found one cell farther from the source left it earlier by $a/|v|$, when the source was weaker. Its amplitude is smaller by $e^{-\eta a/(\hbar|v|)}$, which agrees with the shift just derived. Outgoing waves thus decay away from their source.

Q: Show me a case where $k$ and $-k$ really are not companions.

A: Take a ladder with two legs, so $N=2$. A bias $\pm D$ separates the leg energies, a rung $w$ joins them, and the hopping along the legs has opposite phases:

$$H_0=\begin{pmatrix}D&w\\w&-D\end{pmatrix},\qquad H_1=-t\begin{pmatrix}e^{i\alpha}&0\\0&e^{-i\alpha}\end{pmatrix}.$$

The determinant of $Q$ is the product of its diagonal entries minus $\lambda^2w^2$:

$$\begin{aligned}q={}&\left[-te^{i\alpha}\lambda^2+(D-E)\lambda-te^{-i\alpha}\right]\\&\times\left[-te^{-i\alpha}\lambda^2-(D+E)\lambda-te^{i\alpha}\right]-\lambda^2w^2 .\end{aligned}$$

The $\lambda^4$ and constant coefficients are $t^2$. The $\lambda^3$ coefficient is

$$c=te^{i\alpha}(D+E)-te^{-i\alpha}(D-E)=2t(E\cos\alpha+iD\sin\alpha).$$

The $\lambda$ coefficient has the two phases exchanged, so it is $c^*$. The $\lambda^2$ terms are $t^2(e^{2i\alpha}+e^{-2i\alpha})$, $-(D-E)(D+E)$ and $-w^2$. Together,

$$t^2\lambda^4+c\lambda^3+d\lambda^2+c^*\lambda+t^2=0,\quad d=2t^2\cos2\alpha+E^2-D^2-w^2 .$$

This shows the symmetry $q_m=q_{4-m}^*$ directly. I choose round model values $t=1$, $w=0.5$, $D=0.3$ and $E=-1.5$, all in eV, with $\alpha=\pi/6$. Then, in eV$^2$,

$$c=2(-1.5)(0.8660)+2i(0.3)(0.5)=-2.5981+0.3000i,$$

$$d=1+2.25-0.09-0.25=2.91 .$$

The four roots are:

- Mode 1, right-propagating: $\lambda=0.0629+0.9980i$, $\theta=1.5078$, $\hbar v/a=1.6699$ eV.
- Mode 2, right-evanescent: $\lambda=0.6611-0.1200i$, $|\lambda|=0.6719$.
- Mode 3, left-propagating: $\lambda=0.4096-0.9122i$, $\theta=-1.1487$, $\hbar v/a=-1.2628$ eV.
- Mode 4, left-evanescent: $\lambda=1.4644-0.2658i$, $|\lambda|=1.4883$.

There are two modes each way. Their sum is $2.5980-0.3000i$, equal to $-c/t^2$ within rounding. The propagating phases are not opposite and the speeds differ. The evanescent partners have the same phase, $-0.1795$ rad, and $0.6719\times1.4883=1.0000$, as $1/\lambda^*$ requires. Their common decay length is $1/|\ln0.6719|=2.515$ cells. By contrast, $1/\lambda_2=1.4644+0.2658i$ is not in the list.

Q: And the currents and the small imaginary energy?

A: Each evanescent mode alone has zero current to rounding error. With each $\phi$ normalized, the pair has $|J_{ab}|=1.216$ eV, so coefficients of unit size can give $\hbar I$ up to $2\times1.216=2.43$ eV in magnitude, depending on their relative phase.

For $\eta=0.01$ eV, the first-order formula gives $|\lambda_1|=1-0.01/1.6699=0.99401$ and $|\lambda_3|=1+0.01/1.2628=1.00792$. The computed values are $0.99403$ and $1.00795$. The small excess has a simple source: the second-order change of $\theta$ is proportional to $(i\eta)^2$ and is real, so through that order $|\lambda|=e^{-\eta/\varepsilon'}$. Its next term, $\frac12(\eta/\varepsilon')^2$, is about $2\times10^{-5}$ for mode 1 and $3\times10^{-5}$ for mode 3.

Q: Does the number of propagating modes stay the same as I change $E$?

A: No; the total in each direction does. The lower band runs from $-2.449$ to $1.191$ eV and the upper from $-1.191$ to $2.449$ eV. The counts for each direction are:

- $E=-3$ eV, below both bands: 0 propagating, 2 evanescent.
- $E=-1.5$ eV, in the lower band alone: 1 propagating, 1 evanescent.
- $E=0$, in both bands: 2 propagating, 0 evanescent.

Q: What happens precisely at a band edge, where your velocity is zero?

A: The assignment by velocity fails there. Near an ordinary edge at $\theta_e$, $\varepsilon\simeq E+\frac12\varepsilon''(\theta-\theta_e)^2$. At real $E$ two roots coincide on the circle. With $E+i\eta$ they become

$$\theta-\theta_e=\pm\sqrt{2i\eta/\varepsilon''},$$

one in each half plane. One root is therefore inside and one outside, and the count at finite $\eta$ survives, although at $\eta=0$ the double root of a nondegenerate band has only one vector $\phi$, with zero velocity and so no direction. The displacement grows as $\sqrt\eta$, so a small $\eta$ disturbs the modes more strongly here than inside a band.

Q: Is there an energy at which even the list of roots fails?

A: Yes, the energy of a flat band. If $\varepsilon_j(\theta)=E$ for every $\theta$, then $q$ vanishes on the whole unit circle. A polynomial with infinitely many zeros is identically zero, so every $\lambda$ is a root and there is nothing to count. An energy with $\eta>0$ avoids this, since the winding argument still gives $N$ roots inside.

Q: One ladder does not convince me about general complex leads.

A: The proof did not use the ladder. As a numerical check, the numerical check tests the pairing and both counts on 12 random complex leads with $N=2$ to $5$, comparing the propagating numbers with band crossings counted separately. It also tests a singular coupling of rank one with $N=3$: two roots lie at zero and two at infinity, and at complex energy three lie inside the circle.

## Computed results

```
hopping t = 1.00 eV, rung w = 0.50 eV, bias D = 0.30 eV
hopping phase alpha = 0.523599 rad; energy E = -1.50 eV
quartic coefficient c = -2.598076 +0.300000i eV^2
quartic coefficient d = 2.910000 eV^2
lower band bottom: -2.448562 eV at ka = 0.4445 rad
lower band top: 1.190524 eV at ka = -2.9840 rad
upper band bottom: -1.190524 eV at ka = -0.1575 rad
upper band top: 2.448562 eV at ka = 2.6971 rad
modes at E (hbar v/a in eV, decay length in cells):
1 right-propagating: lambda = 0.062938 +0.998017i
   |lambda| = 1.000000, phase = 1.507817 rad, hbar v/a = 1.669886 eV
2 right-evanescent: lambda = 0.661100 -0.119989i
   |lambda| = 0.671901, phase = -0.179544 rad, decay length = 2.514806 cells
3 left-propagating: lambda = 0.409647 -0.912244i
   |lambda| = 1.000000, phase = -1.148729 rad, hbar v/a = -1.262768 eV
4 left-evanescent: lambda = 1.464391 -0.265785i
   |lambda| = 1.488316, phase = -0.179544 rad, decay length = 2.514806 cells
worst mismatch, partner 1/conj(lambda): 1.3e-15
worst mismatch, partner 1/lambda: 0.3572
largest single-evanescent hbar*current: 1.0e-15 eV
|cross current form| of evanescent pair: 1.215694 eV
imaginary energy eta = 0.01 eV; roots inside: 2
mode 1: |lambda| = 0.994030, first order 0.994012
mode 3: |lambda| = 1.007950, first order 1.007919
counts: right prop, right evan, left prop, left evan
E = -3.00 eV: 0, 2, 0, 2
E = -1.50 eV: 1, 1, 1, 1
E = 0.00 eV: 2, 0, 2, 0
random complex leads tested: 12, N = 2 to 5
rank-one coupling, N = 3: 2 roots at zero, 2 at infinity
same lead at complex energy: 3 roots inside the circle
```
